# Ferrocene's electrode rate constant from self-exchange: leading estimate and image correction

Ferrocene and ferrocenium exchange an electron with a rate constant of \(10^7\ \mathrm{M^{-1}s^{-1}}\), about one ten-thousandth of a typical collision prefactor. In the model below, the same couple touching a metal electrode reacts at one hundredth of its collision prefactor, which gives a standard rate constant of 100 cm/s. Moving the ion 0.30 nm away from the metal lowers this to 12 cm/s. The value of 100 cm/s comes from a barrier that is halved at the electrode. The drop to 12 cm/s comes from weakening the effect of the image charge that helps to halve it.

## Rates and barriers

Let \(k_{\rm ex}\) be the self-exchange constant and \(k_0\) the electrode rate constant at the standard potential, where the oxidized and reduced forms are equally stable. Write both as a prefactor times the probability of reaching the crossing of the reactant and product energy surfaces:

\[
k_{\rm ex}=Z_{\rm ex}e^{-\lambda_{\rm ex}/4kT},\qquad
k_0=Z_{\rm el}e^{-\lambda_{\rm el}/4kT}. \tag{1}
\]

The reorganization energy \(\lambda\) is the cost of giving the reactants the equilibrium arrangement of the products without transferring the electron. For harmonic surfaces of equal curvature and equal depth, the lowest crossing lies halfway between the minima. Half the displacement costs a quarter of the energy, hence \(\lambda/4\). Work needed to bring the reactants together is neglected for now.

**Internal modes.** Let mode \(j\) have force constant \(f_j\), the same in both oxidation states, and let its equilibrium position shift by \(\Delta_j\) on electron transfer. Displacing one molecule to the other state's geometry costs

\[
\lambda_{\rm mol}=\tfrac12\sum_j f_j\Delta_j^2 .
\]

In self-exchange, molecule 1 starts at \(q_1=0\) and must end at \(\Delta\), while molecule 2 does the reverse. The surfaces are

\[
E_r=\tfrac12\sum_j f_j\left[q_{1j}^2+(q_{2j}-\Delta_j)^2\right],\quad
E_p=\tfrac12\sum_j f_j\left[(q_{1j}-\Delta_j)^2+q_{2j}^2\right].
\]

Expanding the squares gives \(E_p-E_r=\sum_j f_j\Delta_j(q_{2j}-q_{1j})\), which must vanish at the crossing. Minimizing \(E_r\) under this condition with a multiplier \(\mu\) gives \(q_{1j}=\mu\Delta_j\) and \(q_{2j}=(1-\mu)\Delta_j\). The condition then requires \(\mu=1/2\), and the barrier is

\[
\tfrac12\sum_j f_j\left(\tfrac14+\tfrac14\right)\Delta_j^2=\tfrac12\lambda_{\rm mol}.
\]

At an electrode only one molecule changes. The crossing condition is \(\lambda_{\rm mol}-\sum_j f_j\Delta_jq_j=0\). The minimum again has \(q_j=\Delta_j/2\), now with barrier \(\lambda_{\rm mol}/4\). Thus the internal parts of \(\lambda_{\rm ex}\) and \(\lambda_{\rm el}\) are \(2\lambda_{\rm mol}\) and \(\lambda_{\rm mol}\).

**Solvent.** The solvent has a fast electronic response, with relative permittivity \(\varepsilon_{\rm op}\), and a slow nuclear one that completes the static value \(\varepsilon_s\). For displacement field \(\mathbf D\) and slow polarization variable \(\mathbf X\), linear response gives the free-energy density

\[
g=\frac{D^2}{2\varepsilon_0\varepsilon_{\rm op}}-\mathbf X\cdot\mathbf D+\frac{X^2}{2K}.
\]

At equilibrium \(\mathbf X=K\mathbf D\), and \(g\) must equal \(D^2/2\varepsilon_0\varepsilon_s\). Therefore

\[
K=\frac{\gamma}{\varepsilon_0},\qquad
\gamma=\frac1{\varepsilon_{\rm op}}-\frac1{\varepsilon_s}.
\]

If the field is \(\mathbf D_0\) but \(\mathbf X\) has the value suited to \(\mathbf D_1\), the excess is \(|\mathbf X-K\mathbf D_0|^2/2K=K|\mathbf D_1-\mathbf D_0|^2/2\). Taking \(\mathbf D=\varepsilon_0\mathbf E\), with \(\mathbf E\) the field the charges would have in vacuum, and integrating over the solvent,

\[
\lambda_{\rm solvent}=\frac{\gamma\varepsilon_0}{2}\int|\Delta\mathbf E|^2\,dV. \tag{2}
\]

Represent each ion by a charged shell of radius \(a\), with centres a distance \(r\ge2a\) apart. Exchange changes their charges by \(+e\) and \(-e\), so \(\Delta\mathbf E=\mathbf E_1-\mathbf E_2\), where each term is the field of a shell of charge \(+e\). The field of a shell vanishes inside it, so each self term is

\[
\frac{\varepsilon_0}{2}\int_a^\infty\left(\frac{e}{4\pi\varepsilon_0\rho^2}\right)^2 4\pi\rho^2d\rho=\frac{e^2}{8\pi\varepsilon_0a}.
\]

For the cross term, write \(\mathbf E_1=-\nabla\phi_1\) and integrate by parts:

\[
\varepsilon_0\int\mathbf E_1\cdot\mathbf E_2\,dV=\int\phi_1\rho_2\,dV=\frac{e^2}{4\pi\varepsilon_0r}.
\]

Here \(\rho_2\) is the charge density of shell 2. The last equality holds because \(\phi_1\) is harmonic inside shell 2, so its average over that shell is its value at the centre. Two self terms minus the cross term give

\[
\lambda_{\rm ex,out}=C\left(\frac1a-\frac1r\right),\qquad
C=\frac{e^2\gamma}{4\pi\varepsilon_0}. \tag{3}
\]

Now put one ion with its centre at distance \(d\) from a perfect metal. On the solvent side, the field change is that of a charge \(e\) and an image \(-e\) separated by \(2d\). Its square is symmetric about the metal surface, but only one half of space contains solvent. Hence

\[
\lambda_{\rm el,out}=\frac C2\left(\frac1a-\frac1{2d}\right). \tag{4}
\]

Equations (3) and (4) let each ion's interior act as solvent for the other charge's field. At contact with the metal, 5.9% of the field energy lies in the ion's volume. Simply removing that contribution leaves the factor of two at \(2d=r\) intact, by the same mirror symmetry. It does shift the values found below for an ion away from the metal, because the removed share is largest at contact: 57 cm/s becomes 50, 12 becomes 9, and 0.77 becomes about 0.6.

## Leading order

At \(2d=r\) both the internal and the solvent parts are halved, so \(\lambda_{\rm el}=\lambda_{\rm ex}/2\). From (1), \(e^{-\lambda_{\rm ex}/8kT}=(k_{\rm ex}/Z_{\rm ex})^{1/2}\), and therefore

\[
k_0^{(0)}=Z_{\rm el}\left(\frac{k_{\rm ex}}{Z_{\rm ex}}\right)^{1/2}. \tag{5}
\]

With \(Z_{\rm ex}=10^{11}\ \mathrm{M^{-1}s^{-1}}\) and \(Z_{\rm el}=10^4\) cm/s,

\[
k_0^{(0)}=10^4\sqrt{10^{7}/10^{11}}\ \mathrm{cm/s}=100\ \mathrm{cm/s}=1\ \mathrm{m/s}.
\]

At 298.15 K, \(kT=0.02569\) eV. The exchange barrier inferred from (1) is \(kT\ln10^4=0.237\) eV, and the electrode barrier is 0.118 eV. At fixed prefactors, a tenfold error in \(k_{\rm ex}\) changes \(k_0\) by a factor of 3.16.

## First correction: a gap at the metal

Let the ion stand a distance \(g\) further out, so that \(2d=r+2g\), and keep \(k_{\rm ex}\) and the prefactors fixed. Subtracting half of \(\lambda_{\rm ex}\) from \(\lambda_{\rm el}\) cancels the internal part and the terms in \(1/a\):

\[
\lambda_{\rm el}-\frac{\lambda_{\rm ex}}2
=\frac C2\left(\frac1r-\frac1{r+2g}\right)
=\frac{Cg}{r(r+2g)}.
\]

With \(s=2g/r\) and \(B=C/(8kTr)\), division by \(4kT\) gives

\[
\ln\frac{k_0}{k_0^{(0)}}=-B\frac{s}{1+s}=-Bs+Bs^2-\cdots . \tag{6}
\]

The first correction is \(-Bs\). It is negative because the energy of the combined field of ion and image in the solvent rises as the ion moves away from the metal, which raises the reorganization energy.

For the example take \(a=0.38\) nm, \(r=2a=0.76\) nm, \(\varepsilon_{\rm op}=1.8\) and \(\varepsilon_s=36\), rough values for ferrocene in an acetonitrile-like solvent. Then \(\gamma=0.528\), \(C=1.440\times0.528=0.760\) eV nm, and

\[
B=\frac{0.760}{8(0.02569)(0.76)}=4.87 .
\]

Because \(B\) is well above one, a small \(s\) does not by itself make the correction small. Leading order requires \(Bs\ll1\), or \(g\ll r/2B=0.08\) nm. Truncating after \(-Bs\) leaves an error \(Bs^2/(1+s)\) in the logarithm.

- For \(g=0.05\) nm, \(s=0.132\). The first correction gives \(100e^{-0.64}=53\) cm/s and the full expression \(100e^{-0.57}=57\) cm/s.
- For \(g=0.30\) nm, \(s=0.79\). The first correction gives \(100e^{-3.84}=2\) cm/s, but the full expression gives \(100e^{-2.15}=12\) cm/s. The expansion in \(s\) has lost its use here.

## The opposite limit: a distant image

Since \(1+s=2d/r\), equation (6) can also be written as

\[
\ln\frac{k_0}{k_0^{(0)}}=-B+\frac{Br}{2d}. \tag{7}
\]

In powers of \(1/d\), the series ends after its first correction within this model. If the image is lost altogether, \(k_0\) falls by \(e^{-B}=0.0077\), to 0.77 cm/s. This limit concerns the barrier alone; the weakening of electronic coupling with distance is not included.

The limit also changes the power law when the solvent dominates \(\lambda\) and \(r=2a\). Then (3) and (4) give \(\lambda_{\rm el}=\lambda_{\rm ex}=C/2a\), so \(k_0=Z_{\rm el}k_{\rm ex}/Z_{\rm ex}\), linear in \(k_{\rm ex}\). That form gives 1 cm/s. The difference from 0.77 cm/s arises because the continuum value \(\lambda_{\rm ex,out}=1.00\) eV slightly exceeds the 0.947 eV inferred from \(k_{\rm ex}\). The mismatch also shows that these inputs cannot resolve a small internal contribution.

## How firm are the prefactors?

For molecules of mass \(m\), the one-sided thermal flux per unit concentration is

\[
Z_{\rm el}=\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv=\sqrt{\frac{kT}{2\pi m}} .
\]

For pairs, the collision cross-section \(\pi r^2\) multiplies the mean relative speed, with reduced mass \(m/2\):

\[
Z_{\rm ex}=N_A\pi r^2\sqrt{\frac{16kT}{\pi m}} .
\]

For ferrocene these give \(4.6\times10^3\) cm/s and \(2.85\times10^{11}\ \mathrm{M^{-1}s^{-1}}\). Equation (5) then yields 27 cm/s instead of 100.

In a liquid one may instead count pairs inside a reaction zone of thickness \(\delta\), crossing with frequency \(\nu\). The same \(\nu\) is assumed for both reactions. When slow solvent motion controls the crossing, \(\nu\) grows with \(\lambda\), and for equal relaxation times the electrode value is only about 0.65 of the exchange value at these barriers. If \(K_{\rm sh}\) is the molar volume of the shell between \(r\) and \(r+\delta\), then \(Z_{\rm ex}=K_{\rm sh}\nu\) and \(Z_{\rm el}=\delta\nu\), so

\[
k_0^{(0)}=\delta\sqrt{\frac{\nu k_{\rm ex}}{K_{\rm sh}}}.
\]

With \(\delta=0.06\) nm and \(K_{\rm sh}=0.284\ \mathrm{M^{-1}}\), this is 36 cm/s for \(\nu=10^{12}\ \mathrm{s^{-1}}\) and 113 cm/s for \(10^{13}\ \mathrm{s^{-1}}\). The values of \(k_0\) obtained from the prefactors tried here therefore span a factor of about four.

If electron transfer succeeds with probability \(\kappa_{\rm ex}\) in exchange and \(\kappa_{\rm el}\) at the metal, (5) acquires the factor \(\kappa_{\rm el}/\sqrt{\kappa_{\rm ex}}\). A common value of 0.1 gives 0.32.

## Smaller effects

Suppose the potential at the reaction site is \(\phi=20\) mV relative to the bulk solution. Ferrocenium then has extra energy \(w=e\phi\), while neutral ferrocene has none. Along a coordinate \(x\), the surfaces \(w+\lambda x^2\) and \(\lambda(1-x)^2\), with \(\lambda=\lambda_{\rm el}\), cross at \(x=(1-w/\lambda)/2\). The barrier measured from the bulk is

\[
\frac\lambda4\left(1+\frac w\lambda\right)^2=\frac\lambda4+\frac w2+\frac{w^2}{4\lambda}.
\]

With \(\lambda_{\rm el}=0.473\) eV, \(k_0\) is multiplied by 0.67.

Metal electrons also occupy a range of energies \(\epsilon\) about the Fermi level. For reduction by an electron of energy \(\epsilon\), the crossing above with \(w=\epsilon\), measured from the starting energy \(\epsilon\), gives the barrier \((\lambda_{\rm el}-\epsilon)^2/4\lambda_{\rm el}\). Relative to an electron at the Fermi level, the rate carries the factor \(e^{\epsilon/2kT-\epsilon^2/4\lambda_{\rm el}kT}\). The Fermi occupation is \(1/(1+e^{\epsilon/kT})=e^{-\epsilon/2kT}/[2\cosh(\epsilon/2kT)]\). For weak, energy-independent coupling and a constant density of states, integrating the product of these two factors gives an effective window

\[
W=\int_{-\infty}^{\infty}\frac{e^{-\epsilon^2/4\lambda_{\rm el}kT}}{2\cosh(\epsilon/2kT)}\,d\epsilon .
\]

Without the Gaussian, \(W=\pi kT\); with it, \(W\) is 0.90 of that. The Gaussian thus changes \(W\) by 10%, small beside the image correction. The window itself belongs to a weak-coupling prefactor and is not contained in the values of \(Z_{\rm el}\) used above.

## What an electrode could resolve

Consider a hemispherical electrode of radius \(R\) on an insulating plane. In steady diffusion, the total flow \(I=2\pi\rho^2D\,dc/d\rho\) is independent of \(\rho\). Integrating from \(R\) to infinity gives \(c_\infty-c_R=I/(2\pi DR)\). The flux per area is therefore \(m_t(c_\infty-c_R)\), with mass-transfer coefficient \(m_t=D/R\). For \(D=2.4\times10^{-5}\ \mathrm{cm^2/s}\) and \(R=1\) µm, \(m_t=0.24\) cm/s.

At the standard potential the net flux is \(J=k_0(c_O-c_R)\), where \(c_O\) and \(c_R\) now denote the surface concentrations of the oxidized and reduced forms. With equal diffusion coefficients, diffusion lowers \(c_O\) and raises \(c_R\) by \(J/m_t\) each, so

\[
J\left(\frac1{k_0}+\frac2{m_t}\right)=c_{O,\infty}-c_{R,\infty}.
\]

For \(k_0=100\) cm/s, electron transfer supplies about 0.1% of the total resistance, and for 12 cm/s about 1%. This electrode would appear reversible in either case. Matching \(m_t\) to 100 cm/s would need \(R=2.4\) nm, only a few molecular diameters, where continuum diffusion is itself doubtful.

Diffusion scarcely disturbs the input. The encounter rate constant is \(k_d=4\pi N_A(2D)r=2.8\times10^{10}\ \mathrm{M^{-1}s^{-1}}\). The electron can hop back before the pair separates, so the resistance is \(2/k_d\), like \(2/m_t\) above. The diffusion limit for self-exchange is therefore \(k_d/2=1.4\times10^{10}\ \mathrm{M^{-1}s^{-1}}\), and removing this resistance raises \(k_{\rm ex}\) by 0.07%.

## Beside the real couple

Measured standard rate constants for ferrocene in acetonitrile are, roughly, a few cm/s, so 100 cm/s is high by more than a factor of ten. One exposed assumption is that the ion touches a perfect metal. Solvent molecules or ions adsorbed on the surface can hold it away, and in this model a 0.30 nm gap lowers the estimate to 12 cm/s. That value fills the gap with bulk solvent. A layer with the same optical permittivity but a static permittivity between 6 and 1.8 gives 14 to 15 cm/s, and an ion radius between 0.35 and 0.41 nm gives 9 to 15 cm/s. Screening by mobile electrolyte is a different matter: its ions are too slow to follow the electronic response, which supplies most of the image term in \(\lambda\). That a gap accounts for the measured values is a conjecture. Slower solvent motion would also lower the estimate if it reduced the crossing frequency \(\nu\) equally in both reactions, as would a transfer probability reduced at the electrode alone or equally in both reactions. A transfer probability reduced only in self-exchange would raise it. The square-root estimate is therefore a rough guide, uncertain by a factor of ten or more, not an upper bound, though with these prefactors it lies above the measured values for ferrocene. The numerical output lists most of these values, some with more digits than the model can support.

## Values computed for the example and the checks

```
Temperature: 298.15 K
Thermal energy kT: 0.02569 eV
Self-exchange constant: 1.0e+07 1/(M s)
Self-exchange prefactor: 1.0e+11 1/(M s)
Electrode prefactor: 1.0e+04 cm/s
Exchange probability k_ex/Z_ex: 1.0e-04
Its square root: 1.0e-02
Estimated k0: 100.0 cm/s
Estimated k0 converted: 1.00 m/s
Inferred exchange barrier: 0.2366 eV
Inferred electrode barrier: 0.1183 eV
Inferred exchange reorganization energy: 0.947 eV
Inferred electrode reorganization energy: 0.473 eV
Internal barrier ratio by minimization: 0.500000
k0 factor for tenfold k_ex: 3.16
Ion radius: 0.38 nm
Exchange centre distance: 0.76 nm
Optical relative permittivity: 1.8
Static relative permittivity: 36.0
Solvent factor gamma: 0.5278
Coulomb constant e^2/(4 pi eps0): 1.4400 eV nm
Continuum exchange solvent energy: 1.000 eV
Continuum electrode energy, contact: 0.500 eV
Extra ion-metal gap: 0.30 nm
Continuum electrode energy, with gap: 0.721 eV
Continuum electrode energy, no image: 1.000 eV
k0 factor from gap: 0.117
k0 with gap: 11.7 cm/s
k0 factor from lost image: 0.0077
k0 with lost image: 0.77 cm/s
Field energy in ion volume, contact: 5.9 %
Ferrocene molar mass: 186.03 g/mol
Kinetic electrode prefactor: 4.61e+03 cm/s
Kinetic exchange prefactor: 2.85e+11 1/(M s)
k0 with kinetic prefactors: 27.3 cm/s
Reaction-zone thickness: 0.06 nm
Encounter-shell molar volume: 0.284 1/M
k0, crossing frequency 1e12 1/s: 35.6 cm/s
k0, crossing frequency 1e13 1/s: 112.7 cm/s
k0 factor for common kappa=0.1: 0.316
Reaction-site potential: 20 mV
k0 factor from site potential: 0.672
Electron energy window: 0.0723 eV
Window relative to pi*kT: 0.896
Diffusion coefficient: 2.4e-05 cm^2/s
Exchange diffusion limit: 2.76e+10 1/(M s)
Diffusion correction to k_ex: 0.036 %
Mass transfer, 1 um hemisphere: 0.24 cm/s
k0 over that mass transfer: 417
Radius where mass transfer equals k0: 2.40 nm
```
